**Embedding curvature, Cauchy pressure and vacancy energy in cubic embedded-atom crystals**

The program tests C12 − C44 = F''(ρ)(dρ/d ln V)²/Ω, where F is the embedding function, ρ the density at an atom, V the volume and Ω the volume per atom. It asserts this for multi-shell fcc and bcc crystals under pressure, using second derivatives of the energy and, separately, derivatives of the virial stress with the 2P correction. For nearest-neighbour fcc models it compares finite-strain elastic constants with closed formulas, and vacancy energies from an explicit 256-site cell with the bond-counting result. Convex, linear and concave power laws with the same bulk modulus give Cauchy pressures of 53.4, 0 and −17.8 GPa. The globally concave model has an unrelaxed vacancy energy of 6.498 eV, above its cohesive energy of 4 eV. An embedding function concave only near equilibrium has the same elastic constants but a vacancy energy of 1.565 eV, and its curvature term changes sign at lattice strains of −1.56 % and +0.69 %. Angular energies K Tr Q², where Q is the traceless second-rank tensor of an atom's neighbour directions, reach −17.8 GPa with convex F; the unrelaxed vacancy energy is 1.605 eV for the steep radial form and 4.439 eV for the soft one.

## Check in Python

```python
"""
Result under test: for an embedded-atom crystal
    E = sum_i F(rho_i) + 1/2 sum_ij phi(r_ij),  rho_i = sum_j f(r_ij),
with cubic symmetry and one atom per primitive cell,
    C12 - C44 = F''(rho) (d rho / d ln V)^2 / Omega   (zero pressure),
so convex F forbids a negative Cauchy pressure C12 - C44.
Symbols: Omega volume per atom, E_c cohesive energy, x = r/r0 - 1,
f = exp(-beta x), phi = A exp(-alpha x), P pressure, B bulk modulus,
C' = (C11-C12)/2.  Optional angular energy K Tr Q^2 per atom, where
Q_ab = sum_j g(r)(n_a n_b - delta_ab/3), g = exp(-gamma x).
Also tested: the vacancy energy as a measure of the global shape of F.
Units inside the program: eV and Angstrom.
"""
import itertools
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize

GPA = constants.e * 1e30 / 1e9      # one eV/Angstrom^3 in GPa
I3 = np.eye(3)


def neighbours(kind, a, rcut):
    m = int(2 * rcut / a) + 2
    t = np.array(list(itertools.product(range(-m, m + 1), repeat=3)))
    if kind == "fcc":
        keep = t.sum(axis=1) % 2 == 0
    else:
        keep = np.all(t % 2 == t[:, :1] % 2, axis=1)
    v = t[keep] * a / 2
    r = np.linalg.norm(v, axis=1)
    return v[(r > 1e-9) & (r < rcut)]


def energy(m, vecs, deform):
    d = vecs @ deform.T
    r = np.linalg.norm(d, axis=1)
    x = r / m.r0 - 1
    e = m.F(np.exp(-m.beta * x).sum()) + 0.5 * m.A * np.exp(-m.alpha * x).sum()
    if m.K:
        g = np.exp(-m.gamma * x)
        n = d / r[:, None]
        q = np.einsum("i,ia,ib->ab", g, n, n) - g.sum() * I3 / 3
        e += m.K * np.sum(q * q)
    return e


def elastic(m, vecs, vol, h=2e-4):
    """Second derivatives of the energy in Lagrangian strain."""
    def e(xx=0.0, yy=0.0, shear=0.0):
        eta = np.diag([xx, yy, 0.0])
        eta[0, 1] = eta[1, 0] = shear / 2
        w, v = np.linalg.eigh(I3 + 2 * eta)
        return energy(m, vecs, (v * np.sqrt(w)) @ v.T)
    e0 = e()
    c11 = (e(xx=h) + e(xx=-h) - 2 * e0) / h**2
    c12 = (e(h, h) - e(h, -h) - e(-h, h) + e(-h, -h)) / (4 * h**2)
    c44 = (e(shear=h) + e(shear=-h) - 2 * e0) / h**2
    return np.array([c11, c12, c44]) / vol


def stress(m, vecs, vol, deform):
    """Virial stress of a strained crystal without angular energy."""
    d = vecs @ deform.T
    r = np.linalg.norm(d, axis=1)
    x = r / m.r0 - 1
    f = np.exp(-m.beta * x)
    slope = (-0.5 * m.alpha * m.A * np.exp(-m.alpha * x)
             - m.dF(f.sum()) * m.beta * f) / m.r0
    return np.einsum("i,ia,ib->ab", slope / r, d, d) / (vol * np.linalg.det(deform))


def curvature(m, rho):
    d = 1e-4 * rho
    return (m.dF(rho + d) - m.dF(rho - d)) / (2 * d)


# ---- general theorem: many shells, fcc and bcc, under pressure ----
max_error = 0.0
pressures = []
shapes = [(+1, lambda p: -2 * np.sqrt(p), lambda p: -1 / np.sqrt(p)),
          (-1, lambda p: -0.1 * p**1.3, lambda p: -0.13 * p**0.3)]
for kind, a, vol in [("fcc", 3.7, 3.7**3 / 4), ("bcc", 2.95, 2.95**3 / 2)]:
    vecs = neighbours(kind, a, 6.0)
    for sign, F, dF in shapes:
        m = SimpleNamespace(F=F, dF=dF, A=0.3, alpha=9.0, beta=4.0, r0=2.8, K=0)
        r = np.linalg.norm(vecs, axis=1)
        f = np.exp(-m.beta * (r / m.r0 - 1))
        rho = f.sum()
        drho_dlnv = np.sum(-m.beta * r / m.r0 * f) / 3
        predicted = curvature(m, rho) * drho_dlnv**2 / vol
        _, c12, c44 = elastic(m, vecs, vol)
        P = -np.trace(stress(m, vecs, vol, I3)) / 3
        h = 1e-4
        up, down = np.diag([1, 1 + h, 1]), np.diag([1, 1 - h, 1])
        s12 = (stress(m, vecs, vol, up) - stress(m, vecs, vol, down))[0, 0] / (2 * h)
        shear = np.zeros((3, 3))
        shear[0, 1] = shear[1, 0] = h / 2
        s44 = (stress(m, vecs, vol, I3 + shear)
               - stress(m, vecs, vol, I3 - shear))[0, 1] / (2 * h)
        errors = [abs(c12 - c44 - predicted), abs(s12 - s44 - 2 * P - predicted)]
        max_error = max(max_error, *errors)
        pressures.append(P)
        assert max(errors) < 2e-5 and abs(P) > 0.02
        assert sign * (c12 - c44) > 0.01
        # vacancy energy minus cohesive energy for unequal neighbour weights
        excess = F(rho) + np.sum(F(rho - f) - F(rho))
        assert sign * excess < 0

# ---- nearest-neighbour fcc models with round parameters ----
a0, E_c, alpha, kappa = 4.0, 4.0, 12.0, 3.0
vol = a0**3 / 4
r0 = a0 / np.sqrt(2)
nn = neighbours("fcc", a0, 1.2 * r0)
assert len(nn) == 12


def power_model(s, alpha=alpha, K=0.0, gamma=0.0):
    R = alpha * E_c / (alpha - kappa)
    return SimpleNamespace(
        F=lambda p: -R * (p / 12)**s, dF=lambda p: -R * s / 12 * (p / 12)**(s - 1),
        A=kappa * R / (6 * alpha), alpha=alpha, beta=kappa / s, r0=r0,
        R=R, K=K, gamma=gamma)


# periodic cell of 4 x 4 x 4 cubic units with one atom (site 0) removed
n_cell = 4
sites = np.array([t for t in itertools.product(range(2 * n_cell), repeat=3)
                  if sum(t) % 2 == 0])
index = {tuple(t): k for k, t in enumerate(sites)}
half = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]
bonds = [(k, index[tuple((t + np.array(h)) % (2 * n_cell))], h)
         for k, t in enumerate(sites) for h in half]
bonds = [b for b in bonds if b[0] != 0 and b[1] != 0]
bi = np.array([b[0] for b in bonds])
bj = np.array([b[1] for b in bonds])
bd = np.array([b[2] for b in bonds]) * a0 / 2
N = len(sites)


def vacancy(m, u):
    """Vacancy energy and its gradient (gradient valid for K = 0)."""
    u = u.reshape(N, 3)
    d = bd + u[bj] - u[bi]
    r = np.linalg.norm(d, axis=1)
    x = r / r0 - 1
    f = np.exp(-m.beta * x)
    phi = m.A * np.exp(-m.alpha * x)
    rho = np.bincount(bi, f, N) + np.bincount(bj, f, N)
    rho[0] = 12.0                       # placeholder for the empty site
    e = m.F(rho[1:]).sum() + phi.sum() + (N - 1) * E_c
    if m.K:
        n = d / r[:, None]
        t = np.exp(-m.gamma * x)[:, None, None] * (
            n[:, :, None] * n[:, None, :] - I3 / 3)
        q = np.zeros((N, 3, 3))
        np.add.at(q, bi, t)
        np.add.at(q, bj, t)
        e += m.K * np.sum(q * q)
    dF = m.dF(rho)
    slope = (-m.alpha * phi - (dF[bi] + dF[bj]) * m.beta * f) / r0
    pull = (slope / r)[:, None] * d
    grad = np.zeros((N, 3))
    np.add.at(grad, bj, pull)
    np.add.at(grad, bi, -pull)
    return e, grad.ravel()


def study(m):
    """Elastic constants and vacancy energies, with checks."""
    assert abs(energy(m, nn, I3) + E_c) < 1e-10
    assert np.abs(stress(m, nn, vol, I3)).max() < 1e-10
    assert abs(m.F(0.0)) < 1e-12
    c = elastic(m, nn, vol)
    assert c[0] > c[1] and c[2] > 0 and c[0] + 2 * c[1] > 0
    start = np.zeros(3 * N)
    ev = vacancy(m, start)[0]
    formula = E_c + m.F(12.0) + 12 * (m.F(11.0) - m.F(12.0)) + 8 * m.K
    assert abs(ev - formula) < 1e-8
    relaxed = None
    if not m.K:
        res = minimize(lambda u: vacancy(m, u), start, jac=True, method="L-BFGS-B",
                       options=dict(ftol=1e-13, gtol=1e-5, maxiter=500))
        relaxed = res.fun
        assert np.abs(vacancy(m, res.x)[1]).max() < 1e-3
        assert relaxed <= ev + 1e-9
    return SimpleNamespace(c=c, B=(c[0] + 2 * c[1]) / 3, cp=(c[0] - c[1]) / 2,
                           cauchy=c[1] - c[2], ev=ev, relaxed=relaxed)


models, results = {}, {}
for s in (0.5, 1.0, 1.5):
    name = f"power s={s}"
    m = models[name] = power_model(s)
    q = results[name] = study(m)
    assert abs(q.B - alpha * kappa * E_c / (9 * vol)) < 2e-5
    assert abs(q.c[2] - kappa * m.R * (alpha - kappa / s) / (12 * vol)) < 2e-5
    assert abs(q.cauchy - m.R * kappa**2 * (1 - s) / (9 * s * vol)) < 2e-5
    for x in (-0.05, 0.05, 0.2):        # one energy-volume curve for all s
        assert abs(energy(m, nn, (1 + x) * I3)
                   - energy(models["power s=0.5"], nn, (1 + x) * I3)) < 1e-10
convex, pair, concave = (results[f"power s={s}"] for s in (0.5, 1.0, 1.5))
assert convex.ev < E_c and abs(pair.ev - E_c) < 1e-8 and concave.relaxed > E_c
target = models["power s=1.5"].R * kappa**2 * (1 - 1.5) / (9 * 1.5 * vol)
target_c44 = kappa * models["power s=1.5"].R * (alpha - kappa / 1.5) / (12 * vol)

# ---- embedding concave only near the equilibrium density ----
def c44_mismatch(al):
    R = al * E_c / (al - kappa)
    return kappa * R * (al - 2 * kappa) / (12 * vol) - target_c44


alpha_infl = brentq(c44_mismatch, 7.0, 40.0)
base = power_model(0.5, alpha=alpha_infl)
width = 0.3
depth = (base.R * kappa**2 / (9 * vol) - target) * 9 * vol / base.beta**2


def F_infl(p):
    u = p / 12 - 1
    return base.F(p) - 0.5 * depth * (u**2 + u**3) * np.exp(-(u / width)**2)


def dF_infl(p):
    u = p / 12 - 1
    poly = 2 * u + 3 * u**2 - 2 * u * (u**2 + u**3) / width**2
    return base.dF(p) - 0.5 * depth * poly * np.exp(-(u / width)**2) / 12


infl = SimpleNamespace(**{**vars(base), "F": F_infl, "dF": dF_infl})
models["inflected"] = infl
qi = results["inflected"] = study(infl)
assert np.abs(qi.c - concave.c).max() < 5e-5    # same three elastic constants
assert qi.ev < E_c / 2
scan = [energy(infl, nn, (1 + x) * I3) for x in np.linspace(-0.2, 1.0, 601)]
assert min(scan) > -E_c - 1e-9


def cauchy_at(x):
    c = elastic(infl, nn * (1 + x), vol * (1 + x)**3)
    return c[1] - c[2]


x_expand = brentq(cauchy_at, 0.0, 0.04, xtol=1e-7)
x_compress = brentq(cauchy_at, -0.03, 0.0, xtol=1e-7)

# ---- convex embedding with an angular energy ----
for label, gamma in (("angular steep", 10.0), ("angular soft", 4.0)):
    per_K = (2 * (6 - gamma)**2 / 3 + 4 * (2 - gamma)**2) / vol
    K = (models["power s=0.5"].R * kappa**2 / (9 * vol) - target) / per_K
    m = models[label] = power_model(0.5, K=K, gamma=gamma)
    q = results[label] = study(m)
    assert abs(q.B - convex.B) < 2e-5
    assert abs(q.cp - convex.cp - K * (6 - gamma)**2 / vol) < 2e-5
    assert abs(q.c[2] - convex.c[2] - 4 * K * (2 - gamma)**2 / vol) < 2e-5
    assert abs(q.cauchy - target) < 3e-5
assert results["angular steep"].ev < E_c / 2 < E_c < results["angular soft"].ev

# ---- output ----
print(f"General test: largest error {max_error * GPA:.1e} GPa")
print(f"General test: pressures {min(pressures) * GPA:.1f} to "
      f"{max(pressures) * GPA:.1f} GPa")
print(f"Lattice constant {a0:.2f} A, neighbour distance {r0:.4f} A")
print(f"Volume per atom {vol:.2f} A^3, cohesive energy {E_c:.2f} eV")
print(f"alpha {alpha:.1f}, kappa {kappa:.1f}; 1 eV/A^3 = {GPA:.4f} GPa")
print(f"Power models: R {models['power s=0.5'].R:.4f} eV, "
      f"A {models['power s=0.5'].A:.4f} eV")
for name, m in models.items():
    q = results[name]
    print(f"[{name}] beta {m.beta:.2f}, rho0^2 F'' {144 * curvature(m, 12.0):.4f} eV, "
          f"drho/dlnV {-12 * m.beta / 3:.1f}")
    print(f"  C11 {q.c[0] * GPA:.1f}, C12 {q.c[1] * GPA:.1f}, C44 {q.c[2] * GPA:.1f}, "
          f"B {q.B * GPA:.1f}, C' {q.cp * GPA:.1f} GPa")
    print(f"  Cauchy pressure C12-C44 {q.cauchy * GPA + 0.0:.1f} GPa")
    tail = "" if q.relaxed is None else f", relaxed {q.relaxed:.3f} eV"
    print(f"  vacancy energy unrelaxed {q.ev:.3f} eV{tail}; "
          f"unrelaxed/E_c {q.ev / E_c:.3f}")
print(f"Inflected: alpha {alpha_infl:.3f}, R {base.R:.4f} eV, A {base.A:.4f} eV")
print(f"Inflected: D {depth:.4f} eV, width w {width:.2f}")
print(f"Inflected: Cauchy term F''(drho/dlnV)^2/Omega changes sign at "
      f"lattice strain {100 * x_compress:.2f} % and {100 * x_expand:+.2f} %")
print(f"Inflected: density ratio there {np.exp(-infl.beta * x_compress):.3f} "
      f"and {np.exp(-infl.beta * x_expand):.3f}")
for label in ("angular steep", "angular soft"):
    m = models[label]
    print(f"{label}: gamma {m.gamma:.1f}, K {m.K:.5f} eV, "
          f"vacancy cost 8K {8 * m.K:.3f} eV")
print(f"Vacancy cell: {N} sites, {N - 1} atoms, fixed volume")
print("all tests passed")
```

Output:

```
General test: largest error 8.4e-05 GPa
General test: pressures 3.5 to 37.9 GPa
Lattice constant 4.00 A, neighbour distance 2.8284 A
Volume per atom 16.00 A^3, cohesive energy 4.00 eV
alpha 12.0, kappa 3.0; 1 eV/A^3 = 160.2177 GPa
Power models: R 5.3333 eV, A 0.2222 eV
[power s=0.5] beta 6.00, rho0^2 F'' 1.3333 eV, drho/dlnV -24.0
  C11 213.6, C12 133.5, C44 80.1, B 160.2, C' 40.1 GPa
  Cauchy pressure C12-C44 53.4 GPa
  vacancy energy unrelaxed 1.391 eV, relaxed 1.386 eV; unrelaxed/E_c 0.348
[power s=1.0] beta 3.00, rho0^2 F'' 0.0000 eV, drho/dlnV -12.0
  C11 240.3, C12 120.2, C44 120.2, B 160.2, C' 60.1 GPa
  Cauchy pressure C12-C44 0.0 GPa
  vacancy energy unrelaxed 4.000 eV, relaxed 4.000 eV; unrelaxed/E_c 1.000
[power s=1.5] beta 2.00, rho0^2 F'' -4.0000 eV, drho/dlnV -8.0
  C11 249.2, C12 115.7, C44 133.5, B 160.2, C' 66.8 GPa
  Cauchy pressure C12-C44 -17.8 GPa
  vacancy energy unrelaxed 6.498 eV, relaxed 6.494 eV; unrelaxed/E_c 1.624
[inflected] beta 6.00, rho0^2 F'' -0.4444 eV, drho/dlnV -24.0
  C11 249.2, C12 115.7, C44 133.5, B 160.2, C' 66.8 GPa
  Cauchy pressure C12-C44 -17.8 GPa
  vacancy energy unrelaxed 1.565 eV, relaxed 1.565 eV; unrelaxed/E_c 0.391
[angular steep] beta 6.00, rho0^2 F'' 1.3333 eV, drho/dlnV -24.0
  C11 219.3, C12 130.7, C44 148.5, B 160.2, C' 44.3 GPa
  Cauchy pressure C12-C44 -17.8 GPa
  vacancy energy unrelaxed 1.605 eV; unrelaxed/E_c 0.401
[angular soft] beta 6.00, rho0^2 F'' 1.3333 eV, drho/dlnV -24.0
  C11 234.0, C12 123.3, C44 141.1, B 160.2, C' 55.3 GPa
  Cauchy pressure C12-C44 -17.8 GPa
  vacancy energy unrelaxed 4.439 eV; unrelaxed/E_c 1.110
Inflected: alpha 16.977, R 4.8585 eV, A 0.1431 eV
Inflected: D 1.6591 eV, width w 0.30
Inflected: Cauchy term F''(drho/dlnV)^2/Omega changes sign at lattice strain -1.56 % and +0.69 %
Inflected: density ratio there 1.098 and 0.960
angular steep: gamma 10.0, K 0.02667 eV, vacancy cost 8K 0.213 eV
angular soft: gamma 4.0, K 0.38095 eV, vacancy cost 8K 3.048 eV
Vacancy cell: 256 sites, 255 atoms, fixed volume
all tests passed
```
